**Static permittivity from two optical frequencies**

The program tests the relation \(\varepsilon_s=\varepsilon_\infty(\omega_L/\omega_T)^2\), where \(\varepsilon_s\) and \(\varepsilon_\infty\) are the static and high-frequency relative permittivities and \(\omega_L\), \(\omega_T\) are the longitudinal and transverse optical frequencies. For \(\varepsilon_\infty=6.7\) and frequencies of 969 and 793 cm\(^{-1}\), it gives 10.004. A time-domain slab model is tuned to the longitudinal frequency at open circuit, and the program asserts that its response to a constant field gives the same static value. It also asserts the relation for three sets of parameters in a microscopic model with a Lorentz local field. Quadrature of the absorption reproduces the ionic part, 3.304, and numerical roots confirm the product formula for two modes. The remaining output sizes neglected effects with rough assumed inputs. Among these, taking \(\varepsilon_\infty\) from visible light at 2 eV gives the largest error, +0.76.

## Numerical verification

```python
"""
Result under test: a crystal with one polar optical mode obeys
    eps_static = eps_inf * (LO / TO)**2     (Lyddane-Sachs-Teller relation)
eps_inf : relative permittivity of the electrons alone
TO, LO  : transverse and longitudinal optical frequencies, in cm^-1
eps_static : relative permittivity far below TO, at fixed strain
With eps_inf = 6.7, TO = 793, LO = 969 the result is about 10.0.
Rough assumed parameters are used only to size neglected effects.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

EPS_INF, TO, LO = 6.7, 793.0, 969.0


def one_mode_static(eps_inf, to, lo):
    return eps_inf * (lo / to) ** 2


eps_static = one_mode_static(EPS_INF, TO, LO)
ionic = eps_static - EPS_INF
assert abs(eps_static - 10.0) < 0.05

# --- Time-domain slab: vacuum permittivity 1, frequency unit 1000 cm^-1 ---
to_scaled, lo_scaled = TO / 1000, LO / 1000


def slab_frequency(coupling, open_circuit):
    """Frequency of free oscillation, from the times of zero crossings."""
    def motion(t, y):
        # Open circuit: E + P = 0 with P = coupling*s + (EPS_INF-1)*E.
        field = -coupling * y[0] / EPS_INF if open_circuit else 0.0
        return [y[1], -to_scaled**2 * y[0] + coupling * field]

    def crossing(t, y):
        return y[0]

    run = solve_ivp(motion, (0, 40), [1.0, 0.0], method="DOP853",
                    events=crossing, rtol=1e-10, atol=1e-12)
    times = run.t_events[0]
    return np.pi * (len(times) - 1) / (times[-1] - times[0])


coupling = brentq(lambda g: slab_frequency(g, True) - lo_scaled,
                  0.1, 3.0, xtol=1e-10)
shorted = 1000 * slab_frequency(coupling, False)
opened = 1000 * slab_frequency(coupling, True)


def driven(t, y):
    return [y[1], -to_scaled**2 * y[0] - 0.8 * y[1] + coupling]


settled = solve_ivp(driven, (0, 80), [0.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-12).y[0, -1]
eps_slab = 1 + coupling * settled + (EPS_INF - 1)
assert abs(shorted - TO) < 1e-3
assert abs(opened - LO) < 1e-3
assert opened > shorted
assert abs(eps_slab - eps_static) < 1e-5

# --- Microscopic ions with electronic polarizability and Lorentz field ---
# Unit mass, cell volume and vacuum permittivity; local field = E + P/3.
for charge, polarizability, spring in [(1.0, 1.5, 2.0), (0.7, 0.4, 0.9),
                                       (1.6, 1.9, 4.0)]:
    def squared_frequency(field_per_polarization):
        # Unknowns: local field and P for a unit ionic displacement.
        matrix = [[1, -field_per_polarization], [-polarizability, 1]]
        local_field = np.linalg.solve(matrix, [0, charge])[0]
        return spring - charge * local_field

    transverse_sq = squared_frequency(1 / 3)        # E = 0
    longitudinal_sq = squared_frequency(1 / 3 - 1)  # E = -P
    clamped = np.linalg.solve([[1, -1 / 3], [-polarizability, 1]], [1, 0])
    relaxed = np.linalg.solve([[spring, -charge, 0],
                               [0, 1, -1 / 3],
                               [-charge, -polarizability, 1]], [0, 1, 0])
    assert transverse_sq > 0
    predicted = (1 + clamped[1]) * longitudinal_sq / transverse_sq
    assert abs(predicted / (1 + relaxed[2]) - 1) < 1e-10

# --- Ionic part from the absorption spectrum ---
DAMPING = 5.0


def absorption_over_frequency(w):
    strength = EPS_INF * (LO**2 - TO**2)
    return strength * DAMPING / ((TO**2 - w**2) ** 2 + (DAMPING * w) ** 2)


area = quad(absorption_over_frequency, 0, 2000, limit=400,
            points=[TO - 20, TO, TO + 20])[0]
area += quad(absorption_over_frequency, 2000, np.inf)[0]
ionic_from_absorption = 2 * area / np.pi
assert abs(ionic_from_absorption - ionic) < 1e-5

# --- Rounding of the three inputs: all corners of the box ---
corners = [one_mode_static(EPS_INF + a * 0.05, TO + b * 0.5, LO + c * 0.5)
           for a, b, c in itertools.product((-1, 1), repeat=3)]

# --- A second, weak mode ---
WEAK_TO, WEAK_STRENGTH = 400.0, 0.1


def eps_two_modes(w):
    return (EPS_INF + ionic * TO**2 / (TO**2 - w**2)
            + WEAK_STRENGTH * WEAK_TO**2 / (WEAK_TO**2 - w**2))


weak_lo = brentq(eps_two_modes, WEAK_TO + 1e-6, TO - 1e-6)
main_lo = brentq(eps_two_modes, TO + 1e-6, 3000)
two_mode_static = eps_two_modes(0.0)
main_pair_only = one_mode_static(EPS_INF, TO, main_lo)
product_value = main_pair_only * (weak_lo / WEAK_TO) ** 2
assert abs(product_value - two_mode_static) < 1e-8
assert main_pair_only < two_mode_static - 0.01

# --- Axis dependence and heating ---
AXIS_SPLIT = 10.0
axis_change = one_mode_static(EPS_INF, TO - AXIS_SPLIT, LO) - eps_static
HEATING, SOFTENING, EPS_SLOPE = 200.0, 0.02, 2e-4
heat_change = one_mode_static(EPS_INF + EPS_SLOPE * HEATING,
                              TO - SOFTENING * HEATING,
                              LO - SOFTENING * HEATING) - eps_static

# --- Free carriers shift the measured longitudinal frequency ---
CARRIERS_CM3, MASS_RATIO = 1e18, 0.4
to_wavenumber = 1 / (2 * np.pi * const.c * 100)
plasma = to_wavenumber * np.sqrt(
    CARRIERS_CM3 * 1e6 * const.e**2
    / (const.epsilon_0 * MASS_RATIO * const.m_e))
coupled_lo = brentq(
    lambda w: EPS_INF * (LO**2 - w**2) / (TO**2 - w**2) - (plasma / w) ** 2,
    TO + 1e-6, 3000)
carrier_error = one_mode_static(EPS_INF, TO, coupled_lo) - eps_static

# --- Damping: LO read from the zero of the real part ---
damped_lo = brentq(lambda w: (LO**2 - w**2) * (TO**2 - w**2)
                   + (DAMPING * w) ** 2, 900, 1000)
damping_error = one_mode_static(EPS_INF, TO, damped_lo) - eps_static

# --- Retardation: TO read by Raman backscattering ---
LASER_NM = 532.0
light_wavenumber = 2 * np.sqrt(EPS_INF) * 1e7 / LASER_NM
raman_to = brentq(lambda w: w**2 * EPS_INF * (LO**2 - w**2)
                  - light_wavenumber**2 * (TO**2 - w**2), 1, TO)
raman_error = one_mode_static(EPS_INF, raman_to, LO) - eps_static

# --- Electronic dispersion: one electronic resonance ---
RESONANCE_EV, VISIBLE_EV = 7.0, 2.0
ev_per_wavenumber = const.h * const.c * 100 / const.e


def eps_electrons(energy_ev):
    return 1 + (EPS_INF - 1) / (1 - (energy_ev / RESONANCE_EV) ** 2)


dispersive_lo = brentq(lambda w: eps_electrons(w * ev_per_wavenumber)
                       + ionic * TO**2 / (TO**2 - w**2), TO + 1e-6, 3000)
dispersion_error = one_mode_static(EPS_INF, TO, dispersive_lo) - eps_static
eps_visible = eps_electrons(VISIBLE_EV)
visible_error = one_mode_static(eps_visible, TO, LO) - eps_static

# --- Anharmonic bond (Morse force) in a strong field ---
FIELD_MV_CM, PAIR_MASS_U, PAIR_VOLUME_NM3, MORSE_PER_NM = 3.0, 8.0, 0.02, 20.0
pair_mass = PAIR_MASS_U * const.atomic_mass
angular = 2 * np.pi * const.c * 100
effective_charge = np.sqrt(EPS_INF * const.epsilon_0 * pair_mass
                           * PAIR_VOLUME_NM3 * 1e-27
                           * angular**2 * (LO**2 - TO**2))
stiffness = pair_mass * (angular * TO) ** 2
morse = MORSE_PER_NM * 1e9


def displacement(field):
    load = morse * effective_charge * field / stiffness
    return -np.log((1 + np.sqrt(1 - 4 * load)) / 2) / morse


field_si = FIELD_MV_CM * 1e8
step = 1e-3 * field_si
slope = (displacement(field_si + step)
         - displacement(field_si - step)) / (2 * step)
field_change = ionic * (slope * stiffness / effective_charge - 1)
shift_pm = displacement(field_si) * 1e12

# --- Piezoelectric strain at zero stress ---
PIEZO, ELASTIC_GPA = 0.3, 200.0
# Unknowns for unit field: strain (scaled by 1e-11) and D (by epsilon_0).
strain_matrix = [[ELASTIC_GPA * 1e9 * 1e-11, 0],
                 [-PIEZO * 1e-11 / const.epsilon_0, 1]]
free_eps = np.linalg.solve(strain_matrix, [PIEZO, eps_static])[1]
strain_change = free_eps - eps_static
assert abs(strain_change - PIEZO**2
           / (ELASTIC_GPA * 1e9 * const.epsilon_0)) < 1e-9

print("MAIN RESULT (permittivities are relative, unit 1)")
print(f"eps_inf = {EPS_INF:.1f}")
print(f"TO = {TO:.0f} cm^-1, LO = {LO:.0f} cm^-1")
print(f"LO/TO = {LO / TO:.5f}, squared = {(LO / TO)**2:.5f}")
print(f"static permittivity = {eps_static:.3f}")
print(f"ionic part = {ionic:.3f}")
print(f"wrong value if square is forgotten = {EPS_INF * LO / TO:.2f}")
print(f"range from input rounding = {min(corners):.2f} to {max(corners):.2f}")
print("INDEPENDENT CHECKS")
print(f"slab, shorted: frequency = {shorted:.2f} cm^-1")
print(f"slab, open: frequency = {opened:.2f} cm^-1 (tuned to LO)")
print(f"slab, constant field: static permittivity = {eps_slab:.3f}")
print(f"ionic part from absorption = {ionic_from_absorption:.3f}")
print("TRUE CHANGES OF THE STATIC PERMITTIVITY (rough inputs)")
print(f"TO lower by {AXIS_SPLIT:.0f} cm^-1 on one axis: {axis_change:+.2f}")
print(f"heating {HEATING:.0f} K: {heat_change:+.3f}")
print(f"  assumed softening of TO and LO = {SOFTENING:.2f} cm^-1/K")
print(f"  assumed rise of eps_inf = {EPS_SLOPE:.1e} 1/K")
print(f"field {FIELD_MV_CM:.0f} MV/cm, anharmonic bond: {field_change:+.3f}")
print(f"  pair mass = {PAIR_MASS_U:.0f} u, volume = {PAIR_VOLUME_NM3} nm^3")
print(f"  Morse constant = {MORSE_PER_NM:.0f} 1/nm")
print(f"  effective charge = {effective_charge / const.e:.2f} e")
print(f"  ionic displacement = {shift_pm:.2f} pm")
print(f"piezoelectric strain, zero stress: {strain_change:+.3f}")
print(f"  piezo constant = {PIEZO} C/m^2, stiffness = {ELASTIC_GPA:.0f} GPa")
print("SECOND WEAK MODE (rough inputs)")
print(f"weak TO = {WEAK_TO:.0f} cm^-1, strength = {WEAK_STRENGTH}")
print(f"weak LO = {weak_lo:.2f} cm^-1, main LO = {main_lo:.2f} cm^-1")
print(f"true static permittivity = {two_mode_static:.3f}")
print(f"value from main pair only = {main_pair_only:.3f}")
print(f"value from product over both = {product_value:.3f}")
print("ERRORS OF THE INFERRED VALUE (rough inputs)")
print(f"carriers {CARRIERS_CM3:.0e} cm^-3, mass {MASS_RATIO} m_e: "
      f"{carrier_error:+.3f}")
print(f"  upper coupled mode = {coupled_lo:.2f} cm^-1")
print(f"damping {DAMPING:.0f} cm^-1, LO from Re eps = 0: {damping_error:+.4f}")
print(f"Raman TO, laser {LASER_NM:.0f} nm: {raman_error:+.4f}")
print(f"  Raman TO shift = {raman_to - TO:+.3f} cm^-1")
print(f"electronic resonance {RESONANCE_EV:.0f} eV, at LO: "
      f"{dispersion_error:+.5f}")
print(f"eps_inf taken at {VISIBLE_EV:.0f} eV = {eps_visible:.2f}: "
      f"{visible_error:+.2f}")
print("no test failed")
```

Printed output:

```
MAIN RESULT (permittivities are relative, unit 1)
eps_inf = 6.7
TO = 793 cm^-1, LO = 969 cm^-1
LO/TO = 1.22194, squared = 1.49314
static permittivity = 10.004
ionic part = 3.304
wrong value if square is forgotten = 8.19
range from input rounding = 9.91 to 10.10
INDEPENDENT CHECKS
slab, shorted: frequency = 793.00 cm^-1
slab, open: frequency = 969.00 cm^-1 (tuned to LO)
slab, constant field: static permittivity = 10.004
ionic part from absorption = 3.304
TRUE CHANGES OF THE STATIC PERMITTIVITY (rough inputs)
TO lower by 10 cm^-1 on one axis: +0.26
heating 200 K: +0.078
  assumed softening of TO and LO = 0.02 cm^-1/K
  assumed rise of eps_inf = 2.0e-04 1/K
field 3 MV/cm, anharmonic bond: +0.086
  pair mass = 8 u, volume = 0.02 nm^3
  Morse constant = 20 1/nm
  effective charge = 2.60 e
  ionic displacement = 0.43 pm
piezoelectric strain, zero stress: +0.051
  piezo constant = 0.3 C/m^2, stiffness = 200 GPa
SECOND WEAK MODE (rough inputs)
weak TO = 400 cm^-1, strength = 0.1
weak LO = 401.79 cm^-1, main LO = 969.49 cm^-1
true static permittivity = 10.104
value from main pair only = 10.014
value from product over both = 10.104
ERRORS OF THE INFERRED VALUE (rough inputs)
carriers 1e+18 cm^-3, mass 0.4 m_e: +0.121
  upper coupled mode = 974.82 cm^-1
damping 5 cm^-1, LO from Re eps = 0: -0.0008
Raman TO, laser 532 nm: +0.0022
  Raman TO shift = -0.087 cm^-1
electronic resonance 7 eV, at LO: -0.00083
eps_inf taken at 2 eV = 7.21: +0.76
no test failed
```
